# Surface Generation at a Silicon–Oxide Interface under Hole Accumulation, part 2

In a silicon photodiode, interface traps at the oxide generate electrons in the dark. A strongly p-type layer between the oxide and the depleted region suppresses this. The question is how much generation remains when the depleted region drains the layer's electrons.

$G$ is the net generation per area and time, positive when pairs are created. At the interface, $n$ and $p$ are the electron and hole densities, $n_i$ is the intrinsic density, $n_0=n_i^2/p$ and $L=\ln(p/n_i)$. There are $D_{it}$ traps per area and energy, in the energy unit of $kT$. The capture coefficients are $c_n$ and $c_p$, or $c=\sigma v$ if equal, with cross section $\sigma$ and thermal speed $v$. A trap at energy $E$ has $x=(E-E_i)/kT$, with $E_i$ the intrinsic level, taken at midgap; the gap $E_g$ ends at $|x|=x_g=E_g/2kT$. One trap generates at the rate

$$g=\frac{c\,(n_i^2-np)}{n+p+2n_i\cosh x}. \tag{5}$$

For $p\gg n_i$ and $n\ll n_0$, uniform $D_{it}$ gives the law

$$G\simeq 2\sigma v\,kT D_{it}\,\frac{n_i^2}{p}\,\ln\frac{p}{n_i}. \tag{2}$$

Each trap in the window $|x|<L$ contributes about $c\,n_0$. The edges are soft: a share $\ln2/L$ of $G$ comes from outside. The finite gap removes the fraction

$$\frac{\ln\left(1+e^{L-x_g}\right)}{L}. \tag{12}$$

For unequal coefficients,

$$G=c_n\,kTD_{it}\,\frac{n_i^2}{p}\left[2\ln\frac{p}{n_i}+\ln\frac{c_p}{c_n}\right]. \tag{15}$$

A fully depleted surface ($n,p\ll n_i$) has, for equal coefficients,

$$G_0=\frac{\pi}{2}\,c\,kTD_{it}\,n_i. \tag{9}$$

For finite $n\ll p$,

$$G=S(n_0-n),\qquad S=2c\,kTD_{it}L. \tag{13}$$

Electrons with diffusion constant $D$ cross the hole layer from the interface, $z=0$, to the depleted region, $z=W$. If that region is a perfect sink, their flux is

$$\Gamma=\frac{Sn_0}{1+SR},\qquad R=\frac{1}{p_s}\int_0^W\frac{p}{D}\,dz, \tag{14}$$

where $p_s$ is the surface value of $p(z)$. The law needs $SR\ll1$. A uniform layer has $R=W/D$ and $n/n_0=(SW/D)/(1+SW/D)$.

Below, $q$ is the elementary charge, $\varepsilon$ the permittivity of silicon and $F$ the electric field.

### A trap density that varies with energy

Every trap in the window has nearly the same weight. For a density that changes little over $kT$,

$$G\simeq c\,\frac{n_i^2}{p}\int_{\text{window}}D_{it}(E)\,dE. \tag{16}$$

The law keeps its form, with $D_{it}$ replaced by its average over the window. The depleted surface samples a few $kT$ around midgap instead. A midgap value of $D_{it}$ therefore suits $G_0$, but it underestimates $G$ if the density rises towards the bands. The same holds for the capture coefficient. Equations (2), (15) and (16) take it as independent of trap energy, which real oxide interfaces need not obey. Inside the window each trap contributes $c_n(E)\,n_i^2/p$, so the average that counts is that of $c_n(E)D_{it}(E)$. For the numbers of the worked example, a trial $c_n$ equal to its midgap value times $10^{-2x/x_g}$ raises $G$ by a factor of 6.8 but $G_0$ by only 14 %; one that falls a hundredfold towards both edges, as $10^{-2(x/x_g)^2}$, halves $G$ and leaves $G_0$ within about 1 %.

### Temperature

Define the activation energy as $E_a=kT^2\,d\ln G/dT$. A factor $T^m$ contributes $m\,kT$. If the gap falls linearly with temperature and extrapolates to $E_{g0}$ at 0 K, the linear term gives a constant factor and $n_i\propto T^{3/2}e^{-E_{g0}/2kT}$. Thus $n_i$ contributes $E_{g0}/2+3kT/2$. With $\sigma$, $v$, $D_{it}$ and $p$ held fixed, $G\propto T\,n_i^2L$. The derivative of $L=\ln p-\ln n_i$ is minus that of $\ln n_i$, so

$$E_a(G)=E_{g0}+4kT-\frac{E_{g0}/2+3kT/2}{L},\qquad E_a(G_0)=\frac{E_{g0}}2+\frac{5kT}2. \tag{17}$$

The suppressed generation is activated by roughly the full gap, like the minority density $n_0$ that drives it. The depleted surface is activated by about half the gap. Heating therefore weakens the suppression.

### Worked example

Consider the surface layer of a pinned photodiode at 300 K, with rough typical values: $p=10^{18}$ cm⁻³ over 100 nm, $D_{it}=10^{11}$ cm⁻²eV⁻¹, $\sigma=10^{-15}$ cm², $v=10^7$ cm/s and $n_i=10^{10}$ cm⁻³. Then $c=10^{-8}$ cm³/s, $kT=0.02585$ eV and $L=18.42$. The surface velocity is

$$S=2\times10^{-8}\times0.02585\times10^{11}\times18.42=952\ \text{cm/s}.$$

With $n_0=10^{20}/10^{18}=100$ cm⁻³,

$$G=952\times100=9.52\times10^{4}\ \text{cm}^{-2}\text{s}^{-1}.$$

The numerical sum of the trap kinetics gives the same value to all six printed digits. The depleted surface would give

$$G_0=\frac\pi2\times10^{-8}\times0.02585\times10^{11}\times10^{10}=4.06\times10^{11}\ \text{cm}^{-2}\text{s}^{-1}.$$

The ratio is $2.3\times10^{-7}$. As currents, these are $1.5\times10^{-5}$ and 65 nA/cm²; as counts, $9.5\times10^{-4}$ and about 4060 electrons per second and µm². At $p=10^{14}$ and $10^{16}$ cm⁻³ the ratio would be $1.2\times10^{-3}$ and $1.8\times10^{-5}$. A hundredfold rise in $p$ thus gains less than a factor of 100, as the logarithm requires.

For drainage, take a rough electron mobility of 250 cm²/Vs, so that $D=6.46$ cm²/s. Then $D/W=6.5\times10^5$ cm/s and $SW/D=1.5\times10^{-3}$. With a perfect sink the surface keeps 0.15 % of its equilibrium electron density. A sink limited to a collection velocity between $10^7$ and $2.5\times10^6$ cm/s, only 15 to 4 times $D/W$, raises this to between 0.16 and 0.19 %. The condition for the law is well met in either case.

The window reaches 0.476 eV to either side of midgap, and 3.8 % of $G$ comes from outside it. A gap of 1.12 eV removes 0.2 %.

### Effects left out, for the same numbers

**Gap narrowing.** Heavy doping reduces the gap of the hole layer. A rough 30 meV multiplies $n_i^2$ by $e^{0.030/0.02585}$ and slightly lowers the logarithm. $G$ rises by a factor of 3.1.

**Oxide charge.** Let $N_{ox}$ positive charges per area sit at the interface, with their whole field $F_s=qN_{ox}/\varepsilon$ entering the silicon. Let $u$ be the potential relative to the layer's interior, in units of $kT/q$. The holes follow $pe^{-u}$ against a fixed acceptor charge, and Poisson's equation is

$$\frac{d^2u}{dz^2}=\frac{1-e^{-u}}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{q^2p}}.$$

Multiplying by $du/dz$ and integrating from the interior, where $u$ and its slope vanish, gives at the surface

$$\frac12\left(\frac{q\lambda F_s}{kT}\right)^2=u_s+e^{-u_s}-1. \tag{18}$$

For $N_{ox}=10^{11}$ cm⁻² the field is 0.0155 MV/cm and $\lambda=4.1$ nm, so the bands bend by 6.6 meV. The surface hole density falls to $7.7\times10^{17}$ cm⁻³ and $G$ rises by 27 %. The charge of the traps themselves is not included; if those in the lower half of the gap are donor-like, they add some $5\times10^{10}$ cm⁻² and the rise becomes about 45 %. Within the layer, the conduction band is lowest at the interface, so this field offers electrons no tunnelling path into the layer.

**Shape of $D_{it}$.** Take a density $1+9(x/x_g)^4$ times its midgap value, which rises tenfold at the band edges. Its window average is $1+\tfrac95(L/x_g)^4=1.94$. The full sum raises $G$ by a factor of 2.01, relative to a uniform density in the same gap. The small excess arises because the soft edges shift weight outwards, where the density is higher. $G_0$ changes by 0.1 %.

**Cross sections.** A tenfold larger electron cross section multiplies $G$ by 9.4; a tenfold larger hole cross section raises it by 6 %. Both figures ignore the finite gap. The electron cross section is thus as important an input as $D_{it}$ itself.

**Hole degeneracy.** With Fermi statistics and a rough valence band density of states of $3\times10^{19}$ cm⁻³, the equilibrium electron density, and with it $G$, is 1.2 % below the nondegenerate value.

**Generation inside the layer.** With electrons drained, a lifetime $\tau$ adds at most $n_0W/\tau$. For a rough 1 µs this is $100\times10^{-5}/10^{-6}=10^3$ cm⁻²s⁻¹, about 1 % of $G$.

**Temperature of use.** At 333 K (60 °C), with $E_{g0}=1.20$ eV, $G$ is 134 times and $G_0$ 13 times its value at 300 K. The activation energies at 300 K are 1.27 and 0.67 eV. These figures rest on the simple form of $n_i(T)$ and on a fixed $v$: empirical fits of $n_i(T)$ give factors of about 141 and 13.5 and raise the first activation energy to 1.28 eV, and $v\propto T^{1/2}$ adds a further 5 % to both factors. $G$ becomes $2.0\times10^{-3}$ nA/cm², and the ratio $G/G_0$ rises tenfold to $2.4\times10^{-6}$.

Gap narrowing, oxide charge and the U-shaped density together multiply $G$ at 300 K by about 8, if their small influence on one another through the logarithm is ignored; taken jointly they give 7.3 to 7.7, depending on whether the U shape is tied to the original or to the narrowed gap. The ratio is then $1.9\times10^{-6}$ instead of $2.3\times10^{-7}$. For these inputs the simple law is therefore too low by nearly an order of magnitude.

### What then limits the dark current

The depleted well below the layer has traps of its own. A midgap trap without carriers generates at the rate $c\,n_i^2/2n_i=c\,n_i/2$. With $N_t$ such traps per volume and $\tau=1/(cN_t)$, the rate per volume is $n_i/2\tau$. A well 500 nm wide, taken as free of carriers over its whole width, with a rough lifetime of 1 ms gives

$$\frac{10^{10}\times5\times10^{-5}}{2\times10^{-3}}=2.5\times10^{8}\ \text{cm}^{-2}\text{s}^{-1},$$

or 0.040 nA/cm². This is about 2600 times $G$, and still some 330 times $G$ after the factor of 8. Without field-assisted emission it is an upper estimate for the assumed lifetime, because carriers suppress generation in parts of the well. For the parabolic potential of 2 V used below, holes near the layer remove about 12 %; with $10^{15}$ cm⁻³ stored electrons at the far side as well, about half is lost. The bulk term remains far above $G$. In this model the hole layer lowers the dark current from 65 to 0.04 nA/cm², a factor of about 1600. The far larger reduction of the surface term does not show in the total. Within this model, improving the interface under a layer that is already this effective would change little; the bulk lifetime matters more. The comparison leaves out electrons that diffuse into the well from neutral silicon below it. In a thick p-type substrate with a short lifetime this contribution can become comparable to that of the well, and it grows faster with temperature.

The well's field is moderate. A potential of 2 V across a uniformly doped well, depleted from one side, gives a peak field of $2V/W_{well}=0.080$ MV/cm. Direct tunnelling between the bands at this field, through a linear barrier, has the exponent

$$2\int_0^{E_g/qF}\frac{\sqrt{2m(E_g-qFz)}}{\hbar}\,dz=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qF}=453$$

for a rough mass of 0.2 free electron masses. The value depends on the barrier model: a two-band dispersion, with a decay constant that vanishes at both band edges, gives 267. Tunnelling is negligible in either case. Field-assisted emission from the well's traps has not been estimated and could raise the bulk term: at the peak field the barrier of a Coulomb-attractive trap is lowered by $\sqrt{q^3F/\pi\varepsilon}\approx60$ meV, more than $2kT$.

### The model beside a real photodiode

The doping, thickness and trap density above lie in the range of pinned photodiodes in silicon sensors, though each can differ considerably between processes. One assumption that a real device can break is full coverage: near a transfer gate or an isolation trench, part of the interface may touch depleted silicon. If a fraction $\varphi$ of the area is bare, and the strip in which the hole density falls off is neglected, the surface term is $\varphi G_0+(1-\varphi)G$. Averaged over a large area, a bare fraction of $2.3\times10^{-7}$ already doubles it, and $6\times10^{-4}$ makes it equal to the bulk term of the example. One per cent would give 0.65 nA/cm², well above both. In a single pixel of 1 µm² the two smaller fractions hold far less than one active trap on average, so most such pixels would show no effect and a few a much larger one. The bulk term is an average too: with the value of $c$ used here, a lifetime of 1 ms means $10^{11}$ traps per cm³, or 0.05 in the well of such a pixel. The neglected strip also counts: for a lateral field of 0.05 MV/cm and drained electrons, its part with $p>n_i$ generates, per unit length of edge, as much as a bare strip about 9 nm wide. Where the covered surface already generates far less than the bulk, as in the example, a calculation of dark current should therefore resolve the edges of the hole layer before it refines the value of $p$ in its middle. The condition $SR\ll1$ alone does not ensure this. Suppose the well depletes the layer so far that only $p=10^{12}$ cm⁻³ remains at the surface, with fewer holes further in. For constant $D$, equation (14) then gives $R\le W/D$, and $SR\ll1$ still holds, but $G$ is about 95 times the bulk term.

The numerical output that follows lists the inputs and results in the units used here.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV
intrinsic density ni = 1.0e+10 cm^-3
hole density p = 1.0e+18 cm^-3
Dit = 1.0e+11 cm^-2 eV^-1
sigma = 1.0e-15 cm^2, v = 1.0e+07 cm/s
hole layer W = 100 nm, mobility = 250 cm2/Vs
electron diffusion constant D = 6.463 cm^2/s
ln(p/ni) = 18.421
window half width kT ln(p/ni) = 0.4762 eV
share of G from outside the window = 3.76 %
equilibrium electrons ni^2/p = 100.0 cm^-3
G, kinetic sum = 9.52423e+04 cm^-2 s^-1
G, formula     = 9.52423e+04 cm^-2 s^-1
G0, depleted surface = 4.0608e+11 cm^-2 s^-1
G/G0 = 2.345e-07
current: G 1.526e-05, G0 65.06 nA/cm^2
electrons/s/um^2: G 9.524e-04, G0 4060.8
p = 1e+14 cm^-3: G/G0 = 1.173e-03
p = 1e+16 cm^-3: G/G0 = 1.759e-05
p = 1e+18 cm^-3: G/G0 = 2.345e-07
surface velocity S = 952.4 cm/s
drainage velocity D/W = 6.463e+05 cm/s
S W/D = 1.474e-03
surface electrons n/(ni^2/p) = 1.471e-03
layer lifetime 1 us adds 1.05 % to G
finite gap 1.12 eV removes 0.21 % of G
10x electron cross section: G x 9.375
10x hole cross section: G x 1.062
gap narrowing 30 meV: G x 3.09
oxide charge 1e+11 cm^-2: field 0.0155 MV/cm
Debye length = 4.09 nm, bending = 6.59 meV
surface holes = 7.749e+17 cm^-3: G x 1.273
U-shaped Dit (10x at edges): G x 2.014, G0 x 1.0012
mean of U-shaped Dit over the window = 1.941 x midgap
hole degeneracy (Nv = 3e+19 cm^-3): G x 0.9883
narrowing, charge and U shape multiplied: G x 7.92
G/G0 with these three = 1.86e-06
gap extrapolated to 0 K = 1.20 eV
activation energy: G 1.269 eV, G0 0.665 eV
ni at 333.15 K = 1.178e+11 cm^-3
at 333.15 K: G x 133.5, G0 x 13.08
at 333.15 K: G = 2.038e-03 nA/cm^2
at 333.15 K: G/G0 = 2.393e-06
well: width 500 nm, lifetime 1 ms
well generation = 2.50e+08 cm^-2 s^-1
well current = 0.0401 nA/cm^2
well generation / G = 2625
well generation / G0 = 6.16e-04
well potential 2.0 V, doping 1.03e+16 cm^-3
peak field in well = 0.080 MV/cm
band-to-band exponent (mass 0.2 m0) = 453
```
